**Pair, triangular and hinge terms in the zero-point energy of coupled dipoles**

The program tests the expansion of the zero-point energy of isotropic oscillators with polarizability volumes α and quanta ħω, coupled by the point-dipole tensor T. Second order gives the pair energy −C6/R⁶, and third order gives C9(1+3 cosθ1 cosθ2 cosθ3)/(R12R23R31)³ for each triangle. For unequal oscillators in a scalene triangle, it asserts that the coefficients through fourth order, extracted from diagonalization on a complex circle of coupling strengths, agree with the derived formulas. It also asserts that cutting one link removes the third order but leaves a fourth-order hinge term, and that an explicit sum over the states of three one-dimensional oscillators reproduces the frequency factors of the second and third orders. In the example, with α = 0.015 nm³, ħω = 12 eV and 1.0 nm spacing, the triangular term is +31.3 µeV for an equilateral triangle and −5.7 µeV for a straight chain. The output also sizes retardation, finite molecular size, a two-band spectrum and octupole electrostatics. Finite size is the largest of these: spreading the polarizability over the chlorine shell raises the pair energy by a factor of about 1.7.

## Numerical check

```python
"""
Zero-point energy of dipole-coupled isotropic oscillators, expanded in coupling.
Result under test (hbar*omega in eV, polarizability volume alpha in nm^3):
  second order: -sum over pairs C6/R^6,
     C6 = 3/2 a1 a2 w1 w2/(w1+w2)
  third order: C9 (1 + 3 cos cos cos)/(R12 R23 R31)^3 for each triangle,
     C9 = 3/2 a1 a2 a3 w1 w2 w3 (w1+w2+w3)/((w1+w2)(w2+w3)(w3+w1))
  fourth order: pair terms and three-body "hinge" terms i-j-i-k.
Symbols: w = hbar*omega, a = alpha, M = sqrt(a_i a_j) T_ij with T the dipole
tensor, lam = bookkeeping factor of the coupling, u = imaginary frequency (eV).
"""
import numpy as np
from itertools import combinations
from scipy import constants as const
from scipy.optimize import brentq
from scipy.spatial.transform import Rotation

HBAR_C = const.hbar * const.c / const.e * 1e9              # eV nm
COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # eV nm
KJ_MOL = const.e * const.N_A / 1000                        # kJ/mol per eV

# Gauss-Legendre rule for (1/pi) * integral over u from 0 to infinity
nodes, node_weights = np.polynomial.legendre.leggauss(200)
phi = (nodes + 1) * np.pi / 4
U = 12.0 * np.tan(phi)
U_WEIGHTS = node_weights * np.pi / 4 * 12.0 / np.cos(phi)**2 / np.pi


def freq_int(values):
    return float(np.sum(U_WEIGHTS * values))


def response(w):
    return w**2 / (w**2 + U**2)


def coupling(pos, a, cut=()):
    n = len(a)
    M = np.zeros((3 * n, 3 * n))
    for i, j in combinations(range(n), 2):
        if (i, j) in cut:
            continue
        r = pos[j] - pos[i]
        R = np.linalg.norm(r)
        block = np.sqrt(a[i] * a[j]) * (np.eye(3) - 3 * np.outer(r, r) / R**2) / R**3
        M[3*i:3*i+3, 3*j:3*j+3] = block
        M[3*j:3*j+3, 3*i:3*i+3] = block
    return M


def zero_point(M, w, lam=1.0):
    W = np.repeat(w, 3)
    D = np.diag(W**2) + lam * W[:, None] * M * W[None, :]
    modes = np.linalg.eigvals(D).astype(complex)
    return 0.5 * (np.sum(np.sqrt(modes)) - np.sum(W))


def taylor(M, w, nmax=4):
    """Taylor coefficients in lam from diagonalization on a complex circle."""
    radius = 0.5 / np.max(np.abs(np.linalg.eigvalsh(M)))
    theta = 2 * np.pi * np.arange(64) / 64
    E = np.array([zero_point(M, w, radius * np.exp(1j * t)) for t in theta])
    c = [np.mean(E * np.exp(-1j * n * theta)).real / radius**n
         for n in range(nmax + 1)]
    return np.array(c), radius


def c6(a1, a2, w1, w2):
    return 1.5 * a1 * a2 * w1 * w2 / (w1 + w2)


def c9(a, w):
    return (1.5 * np.prod(a) * np.prod(w) * np.sum(w)
            / ((w[0] + w[1]) * (w[1] + w[2]) * (w[2] + w[0])))


def derived_terms(pos, a, w):
    """Second, third, fourth-order pair, and list of hinge energies."""
    dist = np.linalg.norm(pos[:, None] - pos[None], axis=2)
    g = [response(x) for x in w]
    second = pair4 = 0.0
    for i, j in combinations(range(3), 2):
        second -= c6(a[i], a[j], w[i], w[j]) / dist[i, j]**6
        pair4 -= (4.5 * (a[i] * a[j])**2 * freq_int(g[i]**2 * g[j]**2)
                  / dist[i, j]**12)
    cosines, hinges = [], []
    for i in range(3):
        j, k = [m for m in range(3) if m != i]
        cosine = np.dot(pos[j] - pos[i], pos[k] - pos[i]) / (dist[i, j] * dist[i, k])
        cosines.append(cosine)
        hinges.append(-4.5 * a[i]**2 * a[j] * a[k] * (1 + cosine**2)
                      * freq_int(g[i]**2 * g[j] * g[k])
                      / (dist[i, j] * dist[i, k])**6)
    third = (c9(a, w) * (1 + 3 * np.prod(cosines))
             / (dist[0, 1] * dist[1, 2] * dist[0, 2])**3)
    return second, third, pair4, np.array(hinges)


# --- unequal oscillators in a scalene triangle: every order from the contour
pos = np.array([[0, 0, 0], [0.8, 0, 0], [0.25, 0.7, 0.2]])
a = np.array([0.015, 0.010, 0.020])
w = np.array([12.0, 9.0, 15.0])
M = coupling(pos, a)
coef, radius = taylor(M, w)
second, third, pair4, hinges = derived_terms(pos, a, w)
assert abs(coef[1]) * radius < 1e-11
assert np.isclose(coef[2], second, rtol=1e-9)
assert np.isclose(coef[3], third, rtol=1e-8)
assert np.isclose(coef[4], pair4 + hinges.sum(), rtol=1e-7)

# --- log-determinant integral against the normal modes at full coupling
logdets = []
for u in U:
    s = np.repeat(w / np.sqrt(w**2 + u**2), 3)
    logdets.append(np.linalg.slogdet(np.eye(9) + s[:, None] * M * s[None, :])[1])
assert np.isclose(0.5 * freq_int(np.array(logdets)), zero_point(M, w).real, rtol=1e-6)

# --- pairs have no third order; cutting one link kills it but leaves a hinge
pair_fourth = {}
for i, j in combinations(range(3), 2):
    sel = [i, j]
    cp, rp = taylor(coupling(pos[sel], a[sel]), w[sel])
    assert abs(cp[3]) * rp**3 < 1e-11
    pair_fourth[i, j] = cp[4]
cut_coef, cut_radius = taylor(coupling(pos, a, cut=((0, 2),)), w)
assert abs(cut_coef[3]) * cut_radius**3 < 1e-11
assert np.isclose(cut_coef[4] - pair_fourth[0, 1] - pair_fourth[1, 2],
                  hinges[1], rtol=1e-6)

# --- explicit sum over states for three one-dimensional oscillators
levels = 4
ladder = np.diag(np.sqrt(np.arange(1, levels)), 1)
x1, one = ladder + ladder.T, np.eye(levels)
X = [np.kron(np.kron(x1, one), one), np.kron(np.kron(one, x1), one),
     np.kron(np.kron(one, one), x1)]
strength = {(0, 1): 0.11, (1, 2): -0.07, (0, 2): 0.05}
V = sum(0.5 * s * np.sqrt(w[i] * w[j]) * X[i] @ X[j]
        for (i, j), s in strength.items())
quanta = np.indices((levels,) * 3).reshape(3, -1)
excitation = w @ quanta
first_step = V[0, 1:] / excitation[1:]
second_states = -np.sum(V[0, 1:] * first_step)
paths = first_step[:, None] * V[1:, 1:] * first_step[None, :]
path_count = int(np.sum(np.abs(paths) > 1e-14))
second_1d = -sum(s**2 * w[i] * w[j] / (4 * (w[i] + w[j]))
                 for (i, j), s in strength.items())
third_1d = c9(np.ones(3), w) / 3 * np.prod(list(strength.values()))
assert np.isclose(second_states, second_1d, rtol=1e-12)
assert np.isclose(paths.sum(), third_1d, rtol=1e-12)
assert path_count == 6

# --- worked example: rough titanium tetrachloride regime
ALPHA, W0, R, TEMP = 0.015, 12.0, 1.0, 350.0
BOND, CHARGE, R_CONTACT = 0.217, 0.3, 0.65
kT = const.k * TEMP / const.e
a_eq, w_eq = np.full(3, ALPHA), np.full(3, W0)


def isosceles(apex, leg):
    h = apex / 2
    return leg * np.array([[0, 0, 0], [np.sin(h), np.cos(h), 0],
                           [-np.sin(h), np.cos(h), 0]])


# stability limit of a pair: softest mode reaches zero at R^3 = 2 alpha
R_soft = (2 * ALPHA)**(1 / 3)
pair_M = coupling(np.array([[0, 0, 0], [0, 0, R_soft]]), a_eq[:2])
assert abs(np.linalg.eigvalsh(np.eye(6) + pair_M)[0]) < 1e-12

# apex angle at which the triangular term changes sign
apex0 = brentq(lambda t: 1 + 3 * np.cos(t) * np.sin(t / 2)**2, np.pi / 2, np.pi)
below = taylor(coupling(isosceles(apex0 - 0.03, R), a_eq), w_eq)[0][3]
above = taylor(coupling(isosceles(apex0 + 0.03, R), a_eq), w_eq)[0][3]
assert below > 0 > above

C6, C9 = c6(ALPHA, ALPHA, W0, W0), c9(a_eq, w_eq)
print("INPUTS (rough, TiCl4 regime)")
print(f"polarizability volume = {ALPHA:.3f} nm^3")
print(f"oscillator quantum = {W0:.1f} eV")
print(f"spacing = {R:.2f} nm, temperature = {TEMP:.0f} K")
print(f"Ti-Cl distance = {BOND:.3f} nm, Cl charge = {-CHARGE:.2f} e")
print(f"kT = {kT*1e3:.2f} meV")
print("COEFFICIENTS")
print(f"alpha/R^3 = {ALPHA/R**3:.4f}")
print(f"C6 = {C6:.4e} eV nm^6")
print(f"C9 = {C9:.4e} eV nm^9")
print(f"C9/(alpha C6) = {C9/(ALPHA*C6):.4f}")
print(f"one pair energy = {-C6/R**6*1e3:.4f} meV")
print(f"pair stability limit R = {R_soft:.4f} nm")
print(f"sign-change apex angle = {np.degrees(apex0):.2f} deg")
print(f"ordered virtual paths round triangle = {path_count}")

shapes = {"triangle": isosceles(np.pi / 3, R), "chain": isosceles(np.pi, R)}
for name, points in shapes.items():
    Mx = coupling(points, a_eq)
    eig = np.linalg.eigvalsh(Mx)
    full = zero_point(Mx, w_eq).real
    e2, e3, e4p, e4h = derived_terms(points, a_eq, w_eq)
    rest = full - e2 - e3 - e4p - e4h.sum()
    ce = taylor(Mx, w_eq)[0]
    assert np.isclose(ce[3], e3, rtol=1e-6)
    assert abs(rest) < abs(e4p + e4h.sum())
    print(f"{name.upper()}")
    print(f"eigenvalues of M: {eig[0]:.5f} to {eig[-1]:.5f}")
    print(f"second order = {e2*1e6:.3f} ueV")
    print(f"third order = {e3*1e6:.3f} ueV")
    print(f"fourth order, pairs = {e4p*1e6:.4f} ueV")
    print(f"fourth order, hinges = {e4h.sum()*1e6:.4f} ueV")
    print(f"remainder = {rest*1e6:.4f} ueV")
    print(f"full energy = {full*1e6:.3f} ueV = {full*KJ_MOL:.5f} kJ/mol")
    print(f"third/second = {100*e3/e2:.3f} %")

# --- retardation of the pair energy


def retarded_ratio(distance):
    x = U * distance / HBAR_C
    g2 = response(W0)**2
    poly = 3 + 6*x + 5*x**2 + 2*x**3 + x**4
    return freq_int(g2 * np.exp(-2*x) * poly) / (3 * freq_int(g2))


far = 3000.0
far_limit = 23 * HBAR_C * ALPHA**2 / (4 * np.pi * far) / C6
assert np.isclose(retarded_ratio(far), far_limit, rtol=1e-3)
assert abs(retarded_ratio(1e-3) - 1) < 1e-5

# --- polarizability spread over a spherical shell of ligand sites


def shell(n):
    z, wz = np.polynomial.legendre.leggauss(n)
    az = 2 * np.pi * np.arange(2 * n) / (2 * n)
    Z, A = np.meshgrid(z, az, indexing="ij")
    S = np.sqrt(1 - Z**2)
    pts = np.stack([S * np.cos(A), S * np.sin(A), Z], axis=-1).reshape(-1, 3)
    return pts, np.repeat(wz / (4 * n), 2 * n)


def site_tensor(P, Q):
    r = Q[None] - P[:, None]
    d = np.linalg.norm(r, axis=2)[..., None, None]
    T = (np.eye(3) - 3 * r[..., :, None] * r[..., None, :] / d**2) / d**3
    return T.transpose(0, 2, 1, 3).reshape(3 * len(P), 3 * len(Q))


def size_ratios(bond, n):
    pts, wt = shell(n)
    W3 = np.repeat(wt, 3)
    centres = shapes["triangle"]
    P = [c + bond * pts for c in centres]
    A, B, C = (site_tensor(P[0], P[1]), site_tensor(P[1], P[2]),
               site_tensor(P[2], P[0]))
    pair = np.sum(W3[:, None] * A**2 * W3[None, :]) * R**6 / 6
    loop = np.sum(((W3[:, None] * A * W3) @ (B * W3)) * C.T)
    point = [site_tensor(centres[i:i+1], centres[j:j+1])
             for i, j in ((0, 1), (1, 2), (2, 0))]
    return pair, loop / np.trace(point[0] @ point[1] @ point[2])


pair_size, loop_size = size_ratios(BOND, 10)
assert np.allclose((pair_size, loop_size), size_ratios(BOND, 13), rtol=1e-5)
small = 0.01
assert abs((size_ratios(small, 6)[0] - 1) * R**2 / small**2 - 10) < 0.1

# --- two absorption bands with the same static polarizability
bands = 0.5 * (response(8.0) + response(16.0))
C6_bands = 3 * ALPHA**2 * freq_int(bands**2)
C9_bands = 3 * ALPHA**3 * freq_int(bands**3)

# --- permanent octupoles of two tetrahedral charge sets
corners = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / np.sqrt(3)
sites = np.vstack([np.zeros(3), BOND * corners])
charges = CHARGE * np.array([4, -1, -1, -1, -1])
rng = np.random.RandomState(7)
samples = 20000
rot1 = Rotation.random(samples, random_state=rng).as_matrix()
rot2 = Rotation.random(samples, random_state=rng).as_matrix()
S1 = np.einsum("nab,sb->nsa", rot1, sites)
S2 = np.einsum("nab,sb->nsa", rot2, sites)


def octupole_rms(distance):
    gap = S2[:, None] + np.array([0, 0, distance]) - S1[:, :, None]
    inverse = 1 / np.linalg.norm(gap, axis=3)
    energy = COULOMB * np.einsum("i,nij,j->n", charges, inverse, charges)
    return np.sqrt(np.mean(energy**2))


assert abs(np.log2(octupole_rms(5.0) / octupole_rms(10.0)) - 7) < 0.1
rms = octupole_rms(R)

print("NEGLECTED EFFECTS AT THE EXAMPLE SPACING")
print(f"retarded/unretarded pair = {retarded_ratio(R):.5f}")
print(f"Cl-shell/point pair = {pair_size:.3f}")
print(f"Cl-shell/point triangle term = {loop_size:.3f}")
print(f"two bands (8, 16 eV): C6 ratio = {C6_bands/C6:.4f}")
print(f"two bands (8, 16 eV): C9 ratio = {C9_bands/C9:.4f}")
print(f"octupole energy, rms = {rms*1e6:.1f} ueV")
print(f"octupole thermal free energy = {-rms**2/(2*kT)*1e6:.3f} ueV")
print(f"least Cl-Cl gap = {R-2*BOND:.3f} nm")
near = derived_terms(isosceles(np.pi / 3, R_CONTACT), a_eq, w_eq)
print(f"NEAR CONTACT, R = {R_CONTACT:.2f} nm, triangle")
print(f"third/second = {100*near[1]/near[0]:.2f} %")
print(f"leading size correction of pair = {1000*BOND**2/R_CONTACT**2:.0f} %")
print("PASS")
```

It prints:

```
INPUTS (rough, TiCl4 regime)
polarizability volume = 0.015 nm^3
oscillator quantum = 12.0 eV
spacing = 1.00 nm, temperature = 350 K
Ti-Cl distance = 0.217 nm, Cl charge = -0.30 e
kT = 30.16 meV
COEFFICIENTS
alpha/R^3 = 0.0150
C6 = 2.0250e-03 eV nm^6
C9 = 2.2781e-05 eV nm^9
C9/(alpha C6) = 0.7500
one pair energy = -2.0250 meV
pair stability limit R = 0.3107 nm
sign-change apex angle = 117.22 deg
ordered virtual paths round triangle = 6
TRIANGLE
eigenvalues of M: -0.03750 to 0.05250
second order = -6075.000 ueV
third order = 31.324 ueV
fourth order, pairs = -1.2814 ueV
fourth order, hinges = -1.6018 ueV
remainder = 0.0488 ueV
full energy = -6046.510 ueV = -0.58340 kJ/mol
third/second = -0.516 %
CHAIN
eigenvalues of M: -0.04434 to 0.04059
second order = -4081.641 ueV
third order = -5.695 ueV
fourth order, pairs = -0.8544 ueV
fourth order, hinges = -0.8810 ueV
remainder = -0.0110 ueV
full energy = -4089.082 ueV = -0.39454 kJ/mol
third/second = 0.140 %
NEGLECTED EFFECTS AT THE EXAMPLE SPACING
retarded/unretarded pair = 0.99887
Cl-shell/point pair = 1.705
Cl-shell/point triangle term = 1.573
two bands (8, 16 eV): C6 ratio = 0.9444
two bands (8, 16 eV): C9 ratio = 0.9167
octupole energy, rms = 553.0 ueV
octupole thermal free energy = -5.069 ueV
least Cl-Cl gap = 0.566 nm
NEAR CONTACT, R = 0.65 nm, triangle
third/second = -1.88 %
leading size correction of pair = 111 %
PASS
```
